# Closed-shell MP2 in spatial orbitals: spin components and pair energies, part 2

The problem is to divide the second-order Møller–Plesset (MP2) correlation energy $E_2$ of a closed-shell molecule according to the spin of the correlated electron pair. Atomic units are used, with energies in hartree.

The reference is a restricted Hartree–Fock determinant of real canonical orbitals $\varphi$ with energies $\varepsilon$. Spatial orbitals $i,j$ are occupied and $a,b$ are virtual. The spin orbitals are $I=(i,\sigma)$, $J=(j,\tau)$, $A=(a,\mu)$, $B=(b,\nu)$, each Greek label being $\alpha$ or $\beta$. The Hamiltonian is $H=F+V$, where $F$ is the sum of the Fock operators and $V$ the perturbation. The integrals are

$$(ia|jb)=\int\!\!\int \varphi_i(\mathbf r_1)\varphi_a(\mathbf r_1)\,\frac{1}{r_{12}}\,\varphi_j(\mathbf r_2)\varphi_b(\mathbf r_2)\,d\mathbf r_1 d\mathbf r_2 ,$$

with $K=(ia|jb)$, $K'=(ib|ja)$ and $D=\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b<0$. The spin-orbital formula and integral are

$$E_2=\frac14\sum_{IJAB}\frac{\langle IJ||AB\rangle^2}{D},\qquad \langle IJ||AB\rangle=K\delta_{\sigma\mu}\delta_{\tau\nu}-K'\delta_{\sigma\nu}\delta_{\tau\mu}.$$

The opposite-spin and same-spin energies are

$$E_{OS}=\sum_{ijab}\frac{K^2}{D},\qquad E_{SS}=\frac12\sum_{ijab}\frac{(K-K')^2}{D},\qquad E_2=E_{OS}+E_{SS}.$$

Their sum is the spatial formula, $E_2=\sum_{ijab}K(2K-K')/D$. With one occupied orbital it becomes

$$E_2=\sum_{ab}\frac{(ia|ib)^2}{2\varepsilon_i-\varepsilon_a-\varepsilon_b}\qquad\text{(one pair)}.$$

For one set $i<j$, $a<b$, six determinants contribute $2(K-K')^2/D$ (same spin) plus $2(K^2+K'^2)/D$ (opposite spin). The same total can be grouped as

$$\frac{(K+K')^2}{D}+\frac{3(K-K')^2}{D},$$

a singlet and a triplet part.

Two earlier limits are used. For distant molecules with localized orbitals, $K'=0$ when $i,a$ are on one molecule and $j,b$ on the other. In a stretched bond with one occupied and one empty orbital, the gap closes while the coupling stays finite, and $E_2$ diverges to $-\infty$.

An earlier check on water in the STO-3G basis compared the spatial formula with half the second derivative, at $\lambda=0$, of the lowest eigenvalue of $F+\lambda V$ over all 441 determinants with equal numbers of $\alpha$ and $\beta$ electrons (full CI).

### The general change of spin basis

The same grouping holds for the full sum. Let $c^m_{\sigma\tau}$ be the coefficients of four orthonormal two-electron spin functions:

$$\frac{\alpha\beta-\beta\alpha}{\sqrt2}\ \text{(singlet)};\qquad \alpha\alpha,\quad \frac{\alpha\beta+\beta\alpha}{\sqrt2},\quad \beta\beta\ \text{(triplet, } M=1,0,-1).$$

Each has a definite exchange symmetry, $c^m_{\tau\sigma}=p_m c^m_{\sigma\tau}$, with $p_m=-1$ for the singlet and $p_m=+1$ for the triplet. Transform the spins of the occupied pair with function $m$ and those of the virtual pair with function $n$:

$$W_{mn}=\sum_{\sigma\tau\mu\nu}c^m_{\sigma\tau}\langle IJ||AB\rangle c^n_{\mu\nu}
=K\sum_{\sigma\tau}c^m_{\sigma\tau}c^n_{\sigma\tau}-K'\sum_{\sigma\tau}c^m_{\sigma\tau}c^n_{\tau\sigma}.$$

The first sum is $\delta_{mn}$ by orthonormality, and the second is $p_n\delta_{mn}$ by the exchange symmetry. Hence

$$W_{mn}=\delta_{mn}(K-p_mK').$$

The interaction is diagonal in this basis. It equals $K+K'$ for the singlet and $K-K'$ for each triplet component. An orthogonal transformation preserves the sum of the squares of all elements, so

$$\sum_{\sigma\tau\mu\nu}\langle IJ||AB\rangle^2=(K+K')^2+3(K-K')^2 .$$

Inserting this in the spin-orbital formula gives

$$E_2=E_S+E_T,\qquad E_S=\frac14\sum_{ijab}\frac{(K+K')^2}{D},\qquad E_T=\frac34\sum_{ijab}\frac{(K-K')^2}{D}.$$

The words singlet and triplet refer here to the spin of the correlated pair, not to the molecule. The reference is a singlet, and $V$ commutes with the total spin, so the first-order wavefunction is a singlet as well. In a triplet-pair excitation the two excited electrons are coupled to spin 1, and the two electrons left in $i$ and $j$ are also coupled to spin 1. These two triplets combine to total spin zero.

### How the two splittings are related

Comparing the expressions for $E_T$ and $E_{SS}$ gives at once

$$E_T=\tfrac32E_{SS}.$$

Since $E_S+E_T=E_{OS}+E_{SS}$, it follows that

$$E_S=E_{OS}+E_{SS}-\tfrac32E_{SS}=E_{OS}-\tfrac12E_{SS}.$$

The inverse relations are

$$E_{SS}=\tfrac23E_T,\qquad E_{OS}=E_S+\tfrac13E_T .$$

The fractions count triplet components. The functions $\alpha\alpha$ and $\beta\beta$ make up the same-spin part, which is two thirds of the triplet energy. The opposite-spin part contains the singlet and the remaining component with $M=0$. Opposite-spin correlation is therefore not the same thing as singlet correlation.

The three triplet components are equal because the closed-shell reference has no preferred spin direction: $\alpha$ and $\beta$ electrons share the same spatial orbitals. In an open-shell reference with different orbitals for different spins this derivation does not apply, and the fixed ratio between $E_T$ and $E_{SS}$ is no longer available.

### Pair energies

The sums over $a$ and $b$ can be carried out for each occupied pair separately. For $i\neq j$ the unrestricted sum contains the pair twice, as $(i,j)$ and $(j,i)$. Exchanging $i$ and $j$ exchanges $K$ and $K'$, since $(ja|ib)=(ib|ja)$. The squares $(K\pm K')^2$ do not change, so the two terms are equal. Counting each pair once, with $i<j$,

$$e^S_{ij}=\frac12\sum_{ab}\frac{(K+K')^2}{D},\qquad e^T_{ij}=\frac32\sum_{ab}\frac{(K-K')^2}{D}.$$

For $i=j$ the pair appears once, and $K'=K$. Then $\tfrac14(2K)^2=K^2$ and

$$e^S_{ii}=\sum_{ab}\frac{K^2}{D},\qquad e^T_{ii}=0 .$$

The triplet energy vanishes because two electrons in the same orbital have the symmetric spatial function $\varphi_i\varphi_i$, which can be combined only with the antisymmetric singlet spin function. All three triplet components are excluded, including the one with $M=0$. The singlet energy is the one-pair formula of the first half. Summed over $i\le j$, the pair energies give $E_S$ and $E_T$.

The limit of two distant molecules gives another check. For $i$ on one molecule and $j$ on the other, one of $K$ and $K'$ vanishes in every contributing term, so $(K+K')^2=(K-K')^2$. The pair energies then satisfy $e^T_{ij}=3e^S_{ij}$. Without exchange the four spin functions contribute equally, and the triplet has three of them.

### What the signs imply

Each singlet and triplet energy is a sum of squares divided by negative numbers, so it cannot be positive. From $E_S\le0$ follows $E_{OS}\le\tfrac12E_{SS}$. Both sides are negative or zero, so

$$|E_{SS}|\le2|E_{OS}| .$$

The same bound holds for each pair. It does not say that the same-spin part is the smaller one. The difference is

$$E_{OS}-E_{SS}=\sum_{ijab}\frac{KK'}{D},$$

and the product $KK'$ can have either sign. A term in which $K$ and $K'$ agree in sign has a reduced triplet element $K-K'$. When such terms dominate the sum, each weighted by $|KK'/D|$, the opposite-spin part is larger in magnitude. When the terms of opposite sign dominate, the order is reversed.

There is a spatial reason to expect the first situation often. The antisymmetric function $\varphi_a\varphi_b-\varphi_b\varphi_a$ vanishes where the electrons meet, and so does the corresponding function of $i$ and $j$. Triplet pairs are thus already kept apart at short range in the Hartree–Fock determinant. This is a plausibility argument rather than a proof, and the example below contains an exception.

### Water: four orbitals followed by hand

The example is a water molecule with O–H distances of 0.96 Å and an angle of 104.5°, in the cc-pVDZ basis. All five occupied orbitals are correlated, with 19 virtual orbitals. Orbitals are numbered by increasing energy.

Take $i=3$, $j=4$, $a=8$, $b=9$. The orbital energies give

$$D=-0.69780-0.56609-0.78730-0.85180=-2.90299\ \text{hartree}.$$

The two integrals are $K=0.038046$ and $K'=0.049054$ hartree. Their common sign depends on the arbitrary signs of the orbitals. Reversing one orbital reverses both integrals and changes no energy.

The sum and difference are $K+K'=0.087100$ and $K-K'=-0.011008$ hartree. For the spin-resolved parts,

$$\text{same spin: }\frac{2(-0.011008)^2}{-2.90299}=-0.000083\ \text{hartree},$$

$$\text{opposite spin: }\frac{2(0.038046^2+0.049054^2)}{-2.90299}=-0.002655\ \text{hartree}.$$

For the spin-adapted parts,

$$\text{singlet: }\frac{(0.087100)^2}{-2.90299}=-0.002613\ \text{hartree},$$

$$\text{triplet: }\frac{3(-0.011008)^2}{-2.90299}=-0.000125\ \text{hartree}.$$

Either way the total is $-0.00274$ hartree. Here $K$ and $K'$ are similar in size and equal in sign, so the triplet amplitude nearly cancels while the singlet amplitude nearly doubles.

### Water: the fifteen pairs

Summing over all virtual orbitals gives the following pair energies in hartree. Six decimals are kept so that the sums can be checked.

| $i,j$ | Singlet | Triplet |
|---|---:|---:|
| 1,1 | −0.000428 | 0 |
| 1,2 | −0.000248 | −0.000035 |
| 1,3 | −0.000116 | −0.000353 |
| 1,4 | −0.000169 | −0.000393 |
| 1,5 | −0.000159 | −0.000433 |
| 2,2 | −0.008985 | 0 |
| 2,3 | −0.012253 | −0.005993 |
| 2,4 | −0.009408 | −0.005606 |
| 2,5 | −0.009056 | −0.005876 |
| 3,3 | −0.019745 | 0 |
| 3,4 | −0.012935 | −0.018919 |
| 3,5 | −0.009000 | −0.019884 |
| 4,4 | −0.017439 | 0 |
| 4,5 | −0.009981 | −0.019834 |
| 5,5 | −0.016907 | 0 |

Orbital 1 is the oxygen core, at $-20.55$ hartree. The five pairs that contain it add up to $-0.0023$ hartree, about 1% of $E_2$. One cause can be read from the formula: replacing orbital 2, at $-1.34$ hartree, by orbital 1 makes $|D|$ larger by about 19 hartree for the same $a$ and $b$. The integrals change as well, and they depend strongly on the basis. The cc-pVDZ set has no tight functions able to correlate the core. With such functions on oxygen the same five pairs add up to $-0.037$ hartree in cc-pCVDZ and $-0.053$ hartree in cc-pCVTZ, about 15% and 17% of $E_2$. The share of 1% is therefore a property of this basis, not of the water molecule.

For the pairs 3,4, 3,5 and 4,5, and also for the core pairs 1,3, 1,4 and 1,5, the triplet energy exceeds the singlet energy in magnitude. This does not mean that a triplet pair is more strongly correlated in a given spin state. The triplet energy contains three equal components. For the pair 3,4 each of them is $-0.018919/3=-0.0063$ hartree, about half the singlet value of $-0.0129$ hartree.

The pair 1,3 behaves differently. One triplet component is $-0.000353/3=-0.000118$ hartree, slightly larger in magnitude than the singlet value of $-0.000116$ hartree. In spin-resolved terms,

$$e^{SS}_{13}=\tfrac23(-0.000353)=-0.000235,\qquad e^{OS}_{13}=-0.000116-0.000118=-0.000234\ \text{hartree}.$$

These values come from rounded entries, and their last digit is uncertain; unrounded, $e^{OS}_{13}$ is $-0.000233$ hartree. The difference $e^{SS}_{13}-e^{OS}_{13}=\tfrac13e^T_{13}-e^S_{13}$ is about $-0.0000017$ hartree from the table, more than the rounding uncertainty of $0.0000007$ hartree. For this pair, in this basis, the same-spin energy is the larger one, so no theorem valid for every orbital basis can forbid it. The order depends on the basis: the ratio $e^{SS}_{13}/e^{OS}_{13}$ is 1.01 in cc-pVDZ, but 0.97 in cc-pVTZ and 0.91 in cc-pVQZ, where the opposite-spin part is the larger one for every pair.

### Water: the totals

The spin-resolved and spin-adapted totals are

$$E_{OS}=-0.1526,\quad E_{SS}=-0.0516,\quad E_S=-0.1268,\quad E_T=-0.0773\ \text{hartree}.$$

The relations between them can be checked by hand: $\tfrac32(-0.0516)=-0.0774$, which agrees with $E_T$ within rounding, and $-0.1526+0.0258=-0.1268$, which is $E_S$. Each triplet component contributes $-0.0258$ hartree. The same-spin part is 0.34 times the opposite-spin part, well inside the bound of 2. The exchange sum $\sum KK'/D=-0.1011$ hartree accounts for the whole difference between them.

The MP2 correlation energy is

$$E_2=-0.2042\ \text{hartree}=-5.555\ \text{eV}.$$

Added to the Hartree–Fock energy of $-76.0267$ hartree, it gives $-76.2308$ hartree when the unrounded values are added. This is a second-order result in a small basis, and it is far from converged: $E_2$ becomes $-0.275$ hartree in cc-pVTZ and $-0.313$ hartree in cc-pVQZ, while the ratio $E_{SS}/E_{OS}$ falls from 0.34 to 0.32 and 0.30. It leaves out the higher orders of perturbation theory, the correlation that 19 virtual orbitals cannot describe, the basis-set error of the Hartree–Fock energy itself, relativistic effects and nuclear motion.

The numerical check also evaluates the spin-orbital sum explicitly for this molecule. It resolves the sum once by products of $\alpha$ and $\beta$ and once by eigenfunctions of the pair's total spin. Both resolutions agree with the spatial formulas, the second one pair by pair.

### Conditions on the result

Three assumptions carry the derivation. The orbitals must be canonical: if occupied orbitals of different energy, or virtual orbitals of different energy, are mixed among themselves, $F$ is no longer diagonal in the determinants, and the simple denominators $D$ are lost. The reference must be a closed shell, so that both spins share one set of integrals and orbital energies. The gap must be nonzero, so that no $D$ vanishes. For $E_2$ to be a good estimate of the correlation energy the gap must also be large compared with the couplings, but that is a condition on the accuracy of second order, not on the formula for its coefficient.

A small gap enters both $E_S$ and $E_T$ through $D$, but it need not affect them equally. In the stretched bond of the first half there is one occupied orbital, so the entire divergence is in $E_S$, and $E_T$ is zero. Splitting the energy by spin shows where the failure sits, but it does not remove it.

## Computed values

```
O-H distance 0.96 angstrom, H-O-H angle 104.5 degrees
STO-3G: determinants in full CI 441
STO-3G: E2 from full-CI derivative -0.0357255 hartree
STO-3G: E2 from spatial formula    -0.0357255 hartree
cc-pVDZ: 5 occupied, 19 virtual orbitals
RHF energy -76.026654 hartree
occupied orbital 1: energy -20.55092 hartree
occupied orbital 2: energy -1.33530 hartree
occupied orbital 3: energy -0.69780 hartree
occupied orbital 4: energy -0.56609 hartree
occupied orbital 5: energy -0.49295 hartree
Chosen set: i=3 j=4 a=8 b=9
  energies of a, b: 0.78730, 0.85180 hartree
  K  = (ia|jb) = 0.038046 hartree
  K' = (ib|ja) = 0.049054 hartree
  D = -2.902988 hartree
  spin-allowed determinants: 6
  same-spin     -0.0000835 hartree
  opposite-spin -0.0026551 hartree
  singlet       -0.0026133 hartree
  triplet       -0.0001252 hartree
  sum           -0.0027385 hartree
Pair energies in hartree: i j singlet triplet total
  1 1  -0.000428   0.000000  -0.000428
  1 2  -0.000248  -0.000035  -0.000283
  1 3  -0.000116  -0.000353  -0.000468
  1 4  -0.000169  -0.000393  -0.000561
  1 5  -0.000159  -0.000433  -0.000592
  2 2  -0.008985   0.000000  -0.008985
  2 3  -0.012253  -0.005993  -0.018246
  2 4  -0.009408  -0.005606  -0.015015
  2 5  -0.009056  -0.005876  -0.014932
  3 3  -0.019745   0.000000  -0.019745
  3 4  -0.012935  -0.018919  -0.031854
  3 5  -0.009000  -0.019884  -0.028884
  4 4  -0.017439   0.000000  -0.017439
  4 5  -0.009981  -0.019834  -0.029815
  5 5  -0.016907   0.000000  -0.016907
E_OS -0.152604 hartree
E_SS -0.051551 hartree
sum of K K'/D = E_OS - E_SS: -0.101053 hartree
E_S (singlet pairs) -0.126828 hartree
E_T (triplet pairs) -0.077326 hartree
triplet components M=+1,0,-1: -0.025775, -0.025775, -0.025775 hartree
ratio E_SS/E_OS 0.3378, ratio E_T/E_S 0.6097
E2 -0.204155 hartree = -5.5553 eV
RHF + E2 -76.230808 hartree
```
